\section*{CROP: why three optimised vectors suffice for symmetric linear equations, part 1}

(Sections cited here and not found follow in the second part.)

\section{Definitions and conventions}

Solve $Ax=g$ for a real nonsingular $n\times n$ matrix $A$. The residual of a vector $x$ is $r=g-Ax$. The preconditioner $M$ is symmetric positive definite, $z=M^{-1}r$, $B=M^{-1}A$, and residuals are measured with
\begin{equation}
\langle u,v\rangle=u^TM^{-1}v,\qquad \|u\|^2=\langle u,u\rangle .
\end{equation}
The Krylov spaces are $K_k=\mathrm{span}\{z_0,Bz_0,\dots,B^{k-1}z_0\}$, so $BK_k\subset K_{k+1}$ and $\dim K_{k+1}\le\dim K_k+1$.

A residual-minimising subspace solver holds a best vector $x_k$ with residual $r_k$ and a list of stored vectors. One step forms the trial
\begin{equation}
t_{k+1}=x_k+sz_k,\qquad r(t_{k+1})=r_k-sAz_k,\qquad s\neq0,
\end{equation}
at the cost of one product with $A$, and takes as $x_{k+1}$ the combination $\sum c_iy_i$ of the stored vectors and the trial, with $\sum c_i=1$, that minimises $\|\sum c_ir(y_i)\|$. The constraint makes the combined residual the true one:
\begin{equation}
g-A\sum c_iy_i=\sum c_i\,(g-Ay_i)=\sum c_i\,r(y_i).
\label{lin}
\end{equation}
Four choices are left to the user: what is stored, the subspace size $m$ (the trial counted), the norm, and the step $s$. DIIS stores the raw trial $t_{k+1}$. CROP, conjugate residual with optimal trial vectors, overwrites the trial by the optimum $x_{k+1}$ and its residual. ``Full'' means that nothing is discarded. Two scalars and the steps recur:
\begin{equation}
\rho_k=\langle r_k,Az_k\rangle=z_k^TAz_k,\quad \sigma_k=\|Az_k\|^2,\quad d_j=x_{j+1}-x_j .
\end{equation}
From the definition of $r$, $Ad_j=r_j-r_{j+1}$.

The statement to be shown holds in exact arithmetic under three conditions: $A=A^T$; the norm is the $M^{-1}$ norm of the preconditioner that builds the trial; and $\rho_j\ne0$ for $j\le k$, which is automatic for definite $A$ while $r_j\neq0$. Then CROP(3), holding $x_{k-1}$, $x_k$ and $t_{k+1}$, produces the same $x_{k+1}$ as full CROP and full DIIS, for every $s$.

\section{What a full history achieves}

Symmetry is not used in this section. The combinations of $x_0,\dots,x_k,t_{k+1}$ with unit weight sum are $x_k$ plus any combination of differences, that is
\begin{equation}
x=x_k+\eta z_k+\sum_{j<k}\beta_jd_j .
\label{search}
\end{equation}
The inductive claim is that $d_0,\dots,d_{k-1}$ form a basis of $K_k$ and that $x_k$ minimises $\|r\|$ on $x_0+K_k$. It is empty for $k=0$. Assume it for $k$.

\emph{Optimality.} For $v\in K_k$, $\|r_k-\epsilon Av\|^2=\|r_k\|^2-2\epsilon\langle r_k,Av\rangle+\epsilon^2\|Av\|^2$ has its minimum at $\epsilon=0$, so
\begin{equation}
\langle r_k,Av\rangle=0\quad\text{for all }v\in K_k .
\label{opt}
\end{equation}

\emph{The trial adds a dimension.} Multiplying $r_k=r_0-A(x_k-x_0)$ by $M^{-1}$ gives $z_k=z_0-B(x_k-x_0)\in K_{k+1}$. If $z_k$ lay in $K_k$, \eqref{opt} with $v=z_k$ would give $\rho_k=0$. Hence $z_k\notin K_k$, and counting dimensions, $K_{k+1}=K_k\oplus\mathrm{span}\{z_k\}$. The set \eqref{search} is therefore $x_0+K_{k+1}$, and $x_{k+1}$ is the minimiser on it, unique because $A$ is nonsingular.

\emph{The step keeps that dimension.} Along $z_k$ the squared norm has slope $-2\rho_k\neq0$ at $x_k$, so $\|r_{k+1}\|<\|r_k\|$. No point of $x_0+K_k$ improves on $x_k$, so $d_k\notin K_k$, that is $\eta_k\ne0$, and $d_0,\dots,d_k$ form a basis of $K_{k+1}$. This closes the induction.

Full DIIS searches the same set. If $x_0,t_1,\dots,t_k$ generate $x_0+K_k$, that set contains $x_k$, and adding $t_{k+1}=x_k+sz_k$ adds the direction $z_k$. With a full history the storage rule and the value of $s$ have no effect.

One more property follows for any $A$. For $i<j$, $d_i\in K_{i+1}\subset K_j\subset K_{j+1}$, so \eqref{opt} holds with $v=d_i$ at steps $j$ and $j+1$:
\begin{equation}
\langle Ad_i,Ad_j\rangle=\langle Ad_i,r_j\rangle-\langle Ad_i,r_{j+1}\rangle=0 .
\label{orth}
\end{equation}
Differences of consecutive optimal residuals are mutually orthogonal. CROP stores the optimal vectors and so has these directions at hand.

\section{Why three optimal vectors suffice}

Minimise $\Phi=\|r_k-\eta Az_k-\sum_j\beta_jAd_j\|^2$. Setting $\partial\Phi/\partial\beta_j=0$ gives $\langle Ad_j,\,r_k-\eta Az_k-\sum_i\beta_iAd_i\rangle=0$. The first term vanishes by \eqref{opt} and the sum collapses by \eqref{orth}. Together with $\partial\Phi/\partial\eta=0$,
\begin{align}
\beta_j\|Ad_j\|^2&=-\eta\,\langle Ad_j,Az_k\rangle,\label{nb}\\
\eta\,\sigma_k+\sum_{j<k}\beta_j\langle Ad_j,Az_k\rangle&=\rho_k .\label{ne}
\end{align}
An old direction enters through its coupling to the new one. Put $w_j=M^{-1}Ad_j=Bd_j\in K_{j+2}$. Then
\begin{equation}
\langle Ad_j,Az_k\rangle=w_j^TAz_k=(Aw_j)^Tz_k=(Aw_j)^TM^{-1}r_k=\langle Aw_j,r_k\rangle .
\label{sym}
\end{equation}
The first equality uses $M=M^T$, the second $A=A^T$, and the third that the $M$ in $z_k$ is the $M$ in the norm. For $j\le k-2$, $w_j\in K_k$, and \eqref{opt} makes the coupling zero. Since $Ad_j\ne0$, \eqref{nb} gives
\begin{equation}
\beta_j=0\qquad(j\le k-2).
\end{equation}
The full minimiser is thus $x_{k+1}=x_k+\eta_kz_k+\beta_k(x_k-x_{k-1})$, where $\beta_k$ now names the one surviving coefficient of step $k$. This point lies in the plane through $x_{k-1},x_k,t_{k+1}$. That plane is a subset of the full search set and contains its unique minimiser, so the minimiser over the plane is the same point. CROP(3) and full CROP coincide for $x_1$ and $x_2$, where nothing has been discarded, and if they share $x_{k-1}$ and $x_k$ they share $x_{k+1}$. The same argument covers every $m\ge3$.

\subsection*{Closed form}

For $j=k-1$, $w_{k-1}=M^{-1}(r_{k-1}-r_k)=z_{k-1}-z_k$. Since $z_{k-1}\in K_k$, \eqref{sym} and \eqref{opt} give
\begin{equation}
\langle Ad_{k-1},Az_k\rangle=\langle Az_{k-1},r_k\rangle-\langle Az_k,r_k\rangle=-\rho_k .
\end{equation}
The length of $Ad_k=r_k-r_{k+1}$ follows from $\langle Ad_k,r_{k+1}\rangle=0$, from $d_k=\eta_kz_k+\beta_kd_{k-1}$ and from $\langle Ad_{k-1},r_k\rangle=0$:
\begin{equation}
\|Ad_k\|^2=\langle Ad_k,r_k\rangle=\eta_k\rho_k,\qquad
\|r_{k+1}\|^2=\|r_k\|^2-\eta_k\rho_k ,
\label{drop}
\end{equation}
the second relation being Pythagoras for $r_k=r_{k+1}+Ad_k$. Equation \eqref{nb} becomes $\beta_k\,\eta_{k-1}\rho_{k-1}=\eta_k\rho_k$, and \eqref{ne} becomes $\eta_k\sigma_k-\beta_k\rho_k=\rho_k$. Inserting the first in the second,
\begin{equation}
\eta_k=\frac{\rho_k}{\sigma_k-\rho_k^2/(\eta_{k-1}\rho_{k-1})},\qquad
\beta_k=\frac{\eta_k\rho_k}{\eta_{k-1}\rho_{k-1}},
\label{closed}
\end{equation}
with $\eta_0=\rho_0/\sigma_0$ and $\beta_0=0$. The denominator is the squared part of $Az_k$ orthogonal to $Ad_{k-1}$, positive because $z_k\notin K_k$. Substituting $z_k=(t_{k+1}-x_k)/s$ gives the weights
\begin{equation}
(c_{k-1},\,c_k,\,c_t)=\bigl(-\beta_k,\;1+\beta_k-\eta_k/s,\;\eta_k/s\bigr).
\label{w}
\end{equation}
The step $s$ rescales $c_t$ and $c_k$ and leaves $x_{k+1}$ alone. With $p_k=d_k/\eta_k$, dividing $d_k=\eta_kz_k+\beta_k\eta_{k-1}p_{k-1}$ by $\eta_k$ gives $p_k=z_k+(\rho_k/\rho_{k-1})p_{k-1}$, and \eqref{drop} gives $\eta_k=\rho_k/\|Ap_k\|^2$. These are the recurrences of the preconditioned conjugate residual method.

\subsection*{Rate}

A point of $x_0+K_k$ is $x_0+q(B)z_0$ with $\deg q<k$, so $z=P(B)z_0$ with $P(\lambda)=1-\lambda q(\lambda)$, any polynomial of degree at most $k$ with $P(0)=1$. With $\hat r=M^{-1/2}r=M^{1/2}z$ and the symmetric $\hat A=M^{-1/2}AM^{-1/2}=M^{1/2}BM^{-1/2}$, this reads $\hat r=P(\hat A)\hat r_0$, and $\|r\|$ is the Euclidean length of $\hat r$. Expanding in eigenvectors of $\hat A$ gives $\|r_k\|\le\max_\lambda|P(\lambda)|\,\|r_0\|$ for every admissible $P$, since $r_k$ is the minimiser. For positive definite $A$ with the spectrum of $B$ in $[\lambda_-,\lambda_+]$, take $P(\lambda)=T_k(u(\lambda))/T_k(u(0))$ with $u(\lambda)=(\lambda_++\lambda_--2\lambda)/(\lambda_+-\lambda_-)$. On the spectrum $|u|\le1$, where the Chebyshev polynomial $T_k(\cos\theta)=\cos k\theta$ is bounded by one. Hence
\begin{equation}
\frac{\|r_k\|}{\|r_0\|}\le\frac{1}{T_k\!\left(\frac{\kappa+1}{\kappa-1}\right)},\qquad\kappa=\frac{\lambda_+}{\lambda_-}.
\label{cheb}
\end{equation}
As $\kappa\to1$ the bound vanishes and one step solves the system. Because $\dim K_k=k\le n$, the residual reaches zero within $n$ steps unless some $\rho_k$ vanishes first.

\section{Worked example: polarizability of NaCl}

An electron of charge $-e$ in a static field $\mathcal E$ along the bond axis has energy $+e\mathcal Ez$. In closed-shell Hartree--Fock theory with real canonical orbitals, let occupied orbitals change as $\phi_i\to\phi_i+\sum_aU_{ai}\phi_a$ and, to keep orthogonality at first order, virtual ones as $\phi_a\to\phi_a-\sum_iU_{ai}\phi_i$. The occupied--virtual block of the Fock operator $F=h+\sum_j(2J_j-K_j)$ must stay zero, and it has three first-order parts. The unperturbed $F$ between changed orbitals gives $\varepsilon_aU_{ai}-\varepsilon_iU_{ai}$. The field gives $e\mathcal Eg_{ai}$ with $g_{ai}=\langle a|z|i\rangle$. The change of $\phi_j$ in $(J_j)_{ai}=(ai|jj)$ and $(K_j)_{ai}=(aj|ji)$, with $(pq|rs)=\iint\phi_p\phi_q(1)\,(e^2/r_{12})\,\phi_r\phi_s(2)$, gives $\sum_b2U_{bj}(ai|bj)$ and $\sum_bU_{bj}[(ab|ij)+(aj|bi)]$. Thus $AU=-e\mathcal Eg$ with
\begin{equation}
A_{ai,bj}=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}+4(ai|bj)-(ab|ij)-(aj|bi).
\end{equation}
Exchanging $ai$ with $bj$ maps each integral to itself for real orbitals, so $A=A^T$. The electronic dipole $-2e\sum_i\langle\phi_i|z|\phi_i\rangle$ changes by $-4e\,g^TU$. With $U=-e\mathcal Ex$ and $Ax=g$,
\begin{equation}
\alpha_{zz}=4e^2g^TA^{-1}g .
\end{equation}
Lengths are in $a_0=\hbar^2/me^2=5.291772\times10^{-9}$ cm and energies in $E_h=e^2/a_0$, so $\alpha$ is in $e^2a_0^2/E_h=a_0^3$.

An estimate from the iterate needs no further product: $\alpha_k=4e^2(g^Tx_k+x_k^Tr_k)$. With $\delta=A^{-1}g-x_k=A^{-1}r_k$ and $g=Ax_k+r_k$,
\begin{equation}
\frac{\alpha-\alpha_k}{4e^2}=g^T\delta-x_k^Tr_k=x_k^TA\delta+r_k^T\delta-x_k^Tr_k=r_k^TA^{-1}r_k ,
\end{equation}
because $A\delta=r_k$. Since $r_k^TA^{-1}r_k=\hat r_k^T\hat A^{-1}\hat r_k$, the error lies between $4e^2\|r_k\|^2/\lambda_+$ and $4e^2\|r_k\|^2/\lambda_-$ for positive definite $A$.

The molecule is taken at a chosen $R=2.36\times10^{-8}$ cm, with cc-pVDZ on Na and aug-cc-pVDZ on Cl. There are 14 occupied and 31 virtual orbitals, so $n=14\times31=434$. By axial symmetry $g$ couples to only 109 excitations, $8\times11$ of type $\sigma\to\sigma$ and $3\times7$ of type $\pi\to\pi$. The ranges below cover all 434 modes, so the bounds built on them are valid but not the sharpest; on the 109 modes the lowest eigenvalue of $B$ is $0.5220$ and $\kappa=2.633$. The eigenvalues of $A$ run from $0.1968$ to $105.75\,E_h$, so $A$ is positive definite with $\kappa(A)=537.4$. With $M=\mathrm{diag}(\varepsilon_a-\varepsilon_i)$ those of $B$ run from $0.5131$ to $1.3746$ and $\kappa=2.679$. The start is $x_0=0$, $s=1$, $\|r_0\|^2=5.66116$; $\|r\|^2$, $\rho$ and $\sigma$ are in $a_0^2/E_h$.

\emph{Step $k=0$.} With $\rho_0=5.37359$ and $\sigma_0=5.61384$, $\eta_0=5.37359/5.61384=0.957204$ and $\eta_0\rho_0=5.14362$. By \eqref{drop}, $\|r_1\|^2=5.66116-5.14362=0.51754$ and $\|r_1\|/\|r_0\|=0.3024$, below the bound $1.679/3.679=0.4564$. With $x_1=\eta_0z_0$ and $r_1=g-\eta_0Az_0$,
\begin{equation*}
\alpha_1=4\,(2\eta_0\|r_0\|^2-\eta_0^2\rho_0)=4\,(10.8378-4.9235)=23.657\,a_0^3 .
\end{equation*}

\emph{Step $k=1$.} With $\rho_1=0.410593$ and $\sigma_1=0.371905$,
\begin{equation*}
\eta_1=\frac{0.410593}{0.371905-0.168587/5.14362}=\frac{0.410593}{0.339129}=1.21073 ,
\end{equation*}
$\eta_1\rho_1=0.49712$ and $\beta_1=0.49712/5.14362=0.09665$. The weights \eqref{w} are $(-0.09665,-0.11408,1.21073)$, and $\|r_2\|^2=0.51754-0.49712=0.02042$ gives $\|r_2\|/\|r_0\|=0.0601$.

\emph{Step $k=2$}, the first in which $x_0$ is discarded. With $\rho_2=0.0159964$ and $\sigma_2=0.0142153$, the denominator is $0.0142153-0.00025588/0.49712=0.0137006$, so $\eta_2=1.1676$ and $\beta_2=1.1676\times0.0159964/0.49712=0.03757$, with weights $(-0.03757,-0.13000,1.16758)$. Full CROP gives $x_0$ the weight $-5\times10^{-17}$ in this step, which is rounding noise.

This part has shown that, in exact arithmetic and under the three conditions, CROP(3) produces the same iterates as full CROP and full DIIS, and has followed the NaCl example through step $k=2$. What remains is the further convergence and the resulting polarizability, and then the choice of storage rule, subspace size, step, norm and preconditioner, including what happens when the conditions fail or rounding matters.

Numbers in the example were calculated in double precision.
